# Static impurities cause resistance; phonon emission heats the lattice

A potential $V(\mathbf r)$ fixed in space breaks translation symmetry but not symmetry under shifts of time. An electron that meets it can therefore lose its momentum but not its total energy. The impurity takes up momentum at zero velocity, and a force on a body at rest does no work.

Symmetry and dimensions also restrict the form of the two powers that matter in a metal. The power per volume drawn from a weak field $E$ cannot depend on the sign of $E$, so its leading term is $\sigma E^2$. The power passed from electrons at temperature $T_e$ to a lattice at $T_p$ must vanish when $T_e=T_p$. It has the dimension of a thermal energy density, $N(kT)^2$, times a rate, where $N$ is the density of states per energy and volume, both spins counted. For acoustic phonons the rate will turn out to be proportional to $T^3$. That makes the power of fifth degree in the temperatures. The derivation below shows that it is a difference of fifth powers, so the balance reads

$$\sigma E^2=\Sigma\,(T_e^5-T_p^5).$$

Impurities enter the left side through $\sigma$. The right side belongs to phonons.

## Counter-example: a resistor that does not heat its lattice

Suppose each impurity collision turned some of the electron's energy into lattice heat. A metal with impurities but no electron-phonon coupling would then still warm its lattice. The following case shows that it does not, although its resistance is unchanged.

Take a niobium film in its normal state, with rough material values: $N=90$ per eV nm³ and Fermi velocity $v=600$ km/s. The impurity scattering time is chosen as $\tau=10$ fs, the current density as $j=3.0$ MA/cm² and the starting temperature as 12 K.

**Scattering.** Let $f$ be the occupation of a state. In lowest order in the impurity potential, or after averaging over randomly oriented impurities in an isotropic metal, elastic scattering from $\mathbf k$ to $\mathbf k'$ has the same rate $W$ as its reverse, so the net flow into $\mathbf k$ is

$$W[f'(1-f)-f(1-f')]=W(f'-f).$$

The Pauli factors cancel. For scattering that is equally likely into all directions, the collision term is $-(f-\langle f\rangle)/\tau$, where the brackets average over a surface of constant energy. This term averages to zero on each such surface: no electron changes its energy.

**Current.** Write $f=f_0(\varepsilon)+g$, with $g$ a small part that is odd in direction. The force is $\mathbf F=-e\mathbf E$. Because $\partial\varepsilon/\partial\mathbf p=\mathbf v$, the force changes $f_0$ at the rate $-\mathbf F\cdot\mathbf v\,f_0'$. When $f_0$ changes little during $\tau$, this balances the decay $-g/\tau$:

$$g=-\tau\,\mathbf F\cdot\mathbf v\,f_0'.$$

The average over directions gives $\langle v_x^2\rangle=v^2/3$, so define $D=v^2\tau/3$. Taking $N$ and $D$ constant near the Fermi level, and using $\int f_0'\,d\varepsilon=-1$,

$$\mathbf j=-eN\int\langle\mathbf v g\rangle\,d\varepsilon=-eND\,\mathbf F=e^2ND\,\mathbf E .$$

Thus $\sigma=e^2ND$. It does not depend on how hot the electrons are, and no phonon was needed. The numbers are

$$D=\tfrac13(6.0\times10^5\ \text{m/s})^2(10^{-14}\ \text{s})=12.0\ \text{cm}^2/\text{s},$$

$\rho=1/\sigma=5.78\ \mu\Omega$ cm, $E=\rho j=17.34$ V/cm and $\rho j^2=52.0\ \mu$W/µm³.

**Where the work goes.** The force also acts on $g$. Averaged over an energy surface, this changes $f_0$ at the rate $-\langle\mathbf F\cdot\partial g/\partial\mathbf p\rangle$. To evaluate it, multiply by any function $\phi(\varepsilon)$, integrate over momentum and integrate by parts. The derivative moves to $\phi$ and gives $\phi'\mathbf v$; a second integration by parts, now in energy, moves it back. The result is

$$\frac{\partial f_0}{\partial t}=-\frac1N\frac{\partial}{\partial\varepsilon}\big[N\langle\mathbf F\cdot\mathbf v\,g\rangle\big]=DF^2\frac{\partial^2 f_0}{\partial\varepsilon^2}.$$

The electrons diffuse in energy. Between collisions an electron moves with or against the force, and gains or loses energy. Each collision makes the next direction random. With energies measured from the Fermi level, the electron energy density $U$ grows as

$$\frac{dU}{dt}=NDF^2\int\varepsilon f_0''\,d\varepsilon=-NDF^2\int f_0'\,d\varepsilon=NDF^2=\sigma E^2 .$$

The boundary term vanishes because $f_0'$ vanishes far from the Fermi level. All the Joule power is now in the electrons.

If electron-electron collisions keep the distribution thermal, its energy density above the ground state is $\pi^2Nk^2T^2/6$. These collisions conserve the total electron energy, so

$$T_e^2=T_0^2+\frac{6DF^2t}{\pi^2k^2}.$$

Here $DF^2=12.0\times17.34^2=3.61\times10^3$ eV²/s, or 3.61 meV² in 1 ns. With $kT_0=1.034$ meV,

$$\frac{T_e^2}{T_0^2}=1+\frac{6\times3.61}{9.87\times1.034^2}=3.05,\qquad T_e=21.0\ \text{K}.$$

After 1 ns the electrons have gone from 12 K to 21 K, the resistance is what it was, and the lattice has received nothing. Within the model there is no steady state: the electrons go on heating.

**Order and disorder.** Classical particles of mass $m$ with constant $\tau$ show how little of the work stays in the drift. Their drift velocity is $F\tau/m$, so they gain energy at the rate $F^2\tau/m$, while the drift energy stays at $F^2\tau^2/(2m)$. Its share of the gain is about $\tau/(2t)$, or 2.5% at $t=20\tau$. A simulation of $10^5$ particles over $20\tau$, with $F$ equal to 0.03 of the initial momentum divided by $\tau$, gave a share of 2.6%. Between $5\tau$ and $20\tau$ the energy gain was 0.983 of the Drude value, within a sampling error of about 2%.

## The general statement and its proof

*A static impurity potential transfers no energy to the lattice directly. It relaxes the current, and the field's work becomes disordered electron energy. In a long uniform wire in a steady state, with no other outlet such as radiation, the electron-phonon coupling passes the whole power $\sigma E^2$ to the lattice.*

Let the Hamiltonian be

$$H=H_{el}+V+H_{lat}+H_{ep}.$$

$H_{el}$ contains the electrons, their mutual repulsion and the applied field; $H_{lat}$ contains the vibrations and $H_{ep}$ their coupling to the electrons. The direct action of the field on the ions is left out, since the lattice as a whole is held at rest. The lattice energy changes as

$$\frac{d\langle H_{lat}\rangle}{dt}=\frac i\hbar\langle[H,H_{lat}]\rangle=\frac i\hbar\langle[H_{ep},H_{lat}]\rangle .$$

$H_{el}$ and $V$ drop out because they contain no lattice coordinate and so commute with $H_{lat}$. No expansion in $V$ was made, so this holds for impurities of any strength. $V$ can still act indirectly, by changing the electron state in which the last average is taken.

In a uniform steady state the electron energy and the coupling energy $\langle H_{ep}\rangle$ are constant, and as much energy flows into any section of the wire as out of it. What the field supplies must therefore leave through $H_{ep}$. This completes the proof.

**The same potential does relax momentum.** Consider a lattice of $M_s$ sites with independent random site energies of variance $w^2$. Between two plane waves the mean square matrix element is $w^2/M_s$. The number of final states per energy is $M_sg$, with $g$ the density of states per site. The golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{w^2}{M_s}\,M_sg=\frac{2\pi w^2g}{\hbar}.$$

The final states have zero mean velocity, so the current decays as $e^{-t/\tau}$. This was tested by following a wave on a square lattice of 128 by 128 sites with $w=0.25$, in units where the hopping energy and $\hbar$ are 1. The formula gives $\tau=25.6$. After $\tau$ the wave kept 0.369 of its velocity, averaged over six disorder samples, against $e^{-1}=0.368$. Such an average scatters by about 0.01, so the agreement holds to that level only. After $3\tau$, 94% of its weight still lay within 0.4 of the starting band energy. The conserved quantity is band energy plus $V$, so some spread in band energy alone is expected.

When site energies drawn from the same distribution oscillated at frequency 1, with random phases and equal mean square, only 23% stayed in that window. Motion of the scatterer is what opens the exchange of energy.

## How phonons take the heat

**The spectrum.** Let $2\pi\alpha^2F(\omega)\,d\omega$ be the rate at which an electron emits phonons in $d\omega$ when the final states are empty and the lattice is cold. Two factors fix its form at low frequency.

- An ion displacement $u$ changes the scattering phase by $qu$. The mean square for one emitted phonon is proportional to $q^2\hbar/(2M\omega)$, with $M$ the ion mass. Since $\omega=sq$, with $s$ the speed of sound, this is proportional to $q$.
- On a spherical Fermi surface $q^2=2k_F^2(1-\cos\theta)$, and $\cos\theta$ is evenly distributed over final directions. So $q^2$ is evenly distributed between 0 and $4k_F^2$, and the density of $q$ is $q/(2k_F^2)$.

The product is proportional to $\omega^2$. Setting $\alpha^2F=\lambda(\omega/\omega_D)^2$ up to the Debye frequency $\omega_D$ agrees with the usual definition of the coupling strength, $\lambda=2\int\alpha^2F\,d\omega/\omega$.

**The power.** Let $f$ be the Fermi function at $T_e$, and let $n_e$ and $n_p$ be Bose functions of $\hbar\omega$ at $T_e$ and $T_p$. Emission takes an electron from $\varepsilon$ to $\varepsilon-\hbar\omega$, and absorption takes it back. Direct substitution shows that

$$f(\varepsilon)[1-f(\varepsilon-\hbar\omega)]=n_e[f(\varepsilon-\hbar\omega)-f(\varepsilon)],$$

$$f(\varepsilon-\hbar\omega)[1-f(\varepsilon)]=(n_e+1)[f(\varepsilon-\hbar\omega)-f(\varepsilon)].$$

The bracket on the right integrates over energy to $\hbar\omega$. Emission carries the lattice factor $n_p+1$ and absorption the factor $n_p$, so the net number of events is proportional to

$$\hbar\omega\,[n_e(n_p+1)-(n_e+1)n_p]=\hbar\omega\,(n_e-n_p).$$

Each event carries $\hbar\omega$. Hence

$$P=2\pi N\hbar^2\int\omega^2\alpha^2F(\omega)\,(n_e-n_p)\,d\omega .$$

With $\alpha^2F\propto\omega^2$ the integral needed is $\int_0^\infty x^4/(e^x-1)\,dx=24\,\zeta(5)=24.9$. The upper limit may be infinite because the Debye temperature, roughly 275 K, is far above 12 K. Therefore

$$P=\Sigma(T_e^5-T_p^5),\qquad \Sigma=\frac{2\pi N\lambda\,(24.9)\,k^5}{\hbar(\hbar\omega_D)^2}.$$

**The film with phonons restored.** With $\lambda=1.0$, $\Sigma=29.0$ nW/(µm³ K⁵). For a small difference, $T_e^5-T_p^5\approx5T_p^4(T_e-T_p)$, so

$$T_e-T_p\approx\frac{52.0\times10^{-6}}{5\times29.0\times10^{-9}\times12^4}\ \text{K}=17\ \text{mK}.$$

Without phonons the electrons gained 9 K in 1 ns. With them, if electron-electron collisions keep the distribution thermal, they settle 17 mK above the lattice, and the lattice receives the full 52 µW/µm³.

This does not rest on assuming an electron temperature. A kinetic calculation with the field and phonons but no electron-electron collisions also reached a steady state, and its phonon power equalled the Joule power to the four decimals printed. The electrons then stored 1.74 times the excess energy of the thermal case. The distribution affects how much energy is stored, not how much is delivered in the steady state.

The real film is probably nearer to this second case. The rough estimate $(kT)^2/(\hbar E_F)$, with a Fermi energy $E_F$ of a few eV, puts the electron-electron rate at 12 K near $10^9$ per second, against about $10^{11}$ per second for scattering by phonons. The stored energy then corresponds to a rise of about 30 mK instead of 17 mK.

**More impurities.** Doubling the impurity scattering rate at fixed current density and fixed $\Sigma$ doubles $\rho$ and the heat, and $T_e-T_p$ rises to 34 mK. The extra heat comes from the larger field needed to drive the current. At fixed field, the same doubling halves $\sigma$ and therefore halves the heat.

## Where the heat arrives

The electron heat capacity is $C=\pi^2k^2NT/3$, and near balance the power per kelvin is $G=5\Sigma T_p^4$. If the electrons stay thermal, an excess of their energy decays in

$$\tau_E=\frac CG=1.41\ \text{ps},$$

which is 141 impurity collision times. Meanwhile it diffuses over

$$\ell=\sqrt{D\tau_E}=\sqrt{12.0\times1.41\times10^{-12}}\ \text{cm}=41\ \text{nm},$$

against a mean free path $v\tau$ of 6 nm. Energy is thus delivered over a region much larger than the distance between collisions, not at the impurity that last turned the electron.

A wire of length $L$ between contacts held at $T_p$ makes this visible, if its lattice is also held at $T_p$ everywhere; the last section shows how much a lattice that warms changes the numbers. Let $\theta(x)=T_e-T_p$, with $x$ measured from the middle. The electron heat conductivity is $CD$, so

$$CD\,\theta''-G\theta+\rho j^2=0,\qquad\theta(\pm L/2)=0 .$$

The solution is

$$\theta=\frac{\rho j^2}{G}\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right].$$

The share of the Joule power given to the wire's own lattice is the average of $G\theta/(\rho j^2)$:

$$1-\frac{\tanh a}{a},\qquad a=\frac{L}{2\ell}.$$

For $L=200$ nm, $a=2.43$ and the share is 0.595; electrons carry the other 40% into the contacts. This again takes the electrons to be thermal. If their mutual collisions are too slow for that, they keep their energy longer and the lattice's share is smaller. For $L\gg\ell$ the share tends to 1. For $L\ll\ell$, $\tanh a\approx a-a^3/3$ and the share for thermal electrons falls to $L^2/(12\ell^2)$. The diffusion picture also needs $L$ well above 6 nm. In this limit the wire has its full impurity resistance, yet its lattice is hardly heated from within.

## When the impurity can move

A real impurity has a finite mass $M$. A momentum transfer $\hbar q$ changes its momentum $p$ to $p+\hbar q$. If a free impurity starts at rest, its energy rises by $\hbar^2q^2/(2M)$. This vanishes as $M\to\infty$, which is the static limit. The sphere average $\langle q^2\rangle=2k_F^2$, with $k_F$ roughly 12 per nm and the niobium mass, gives 0.065 meV, small beside $kT_p=1.034$ meV.

In a crystal the impurity is bound and can take up energy only as phonons. Most of the 0.065 meV would have to go into phonons near the Debye energy, about 24 meV. Electrons at 12 K can rarely emit these, so the energy actually emitted is far smaller. Absorption returns part of it, and all of it when $T_e=T_p$. With an empty final state and a cold lattice, the chance of emitting a phonon in a collision is $\hbar q^2/(2M\omega)$ when small. Spread over a Debye spectrum $3\omega^2/\omega_D^3$, normalised to one, it adds

$$2\pi\alpha^2F_{imp}=\frac1\tau\,\frac{\hbar k_F^2}{M\omega}\,\frac{3\omega^2}{\omega_D^3}.$$

This is linear in $\omega$, so its power varies as $T^4$. Near balance it is 1.7% of the bulk phonon cooling here. The estimate ignores interference with the motion of the host atoms, so it gives a size only. It is a correction to the static model, and it too is phonon emission.

## The model beside a real film

Niobium is used for wiring in superconducting chips and is normal at 12 K, above its transition near 9 K. A steady 3 MA/cm² in the normal state is a heavy load. The electron-phonon scattering rate is about 0.002 of the impurity rate, so treating the resistance as due to impurities is sound. The phonons that carry most heat have $q$ times mean free path near 15; a much dirtier film would bring this towards 1, where the simple $T^5$ law is no longer justified. The roughest input is the Debye form of $\alpha^2F$ with one spherical Fermi surface. Niobium has several Fermi sheets: one sphere with this $k_F$ and $v$ would give $N=37$ per eV nm³, not 90. The form also assumes that the low-frequency phonons carry their full share of $\lambda$. A free-electron estimate with longitudinal phonons alone and a deformation potential $2E_F/3$ gives $\Sigma$ between 0.2 and 8.5 nW/(µm³ K⁵) for $E_F$ from 2.4 to 5.3 eV and $s$ from 5.1 to 3.0 km/s, so $\Sigma$ may be too large by much more than a factor of two. A smaller $\Sigma$ raises the 17 mK roughly in proportion and lengthens $\tau_E$ and $\ell$, but does not change the power delivered in a long wire. Mass enhancement by phonons multiplies $C$ by roughly $1+\lambda$ at temperatures far below the Debye temperature, which raises $\tau_E$ to about 3 ps.

The assumption that a device breaks most visibly is a lattice held at a fixed temperature. Phonons must still cross into the substrate. For a film of thickness $d=20$ nm, three sound modes with $s=3.0$ km/s and an assumed transmission of one half, the thermal radiation law for sound gives

$$\rho j^2d=\frac12\,\frac{3\pi^2k^4}{120\,\hbar^3s^2}\,(T_p^4-T_{sub}^4),$$

so the film lattice sits 0.37 K above the substrate. That is about twenty times the step between electrons and lattice if the electrons are thermal, and still roughly ten times if they are not. A sound speed of 2.4 to 2.5 km/s, which fits the Debye temperature better, lowers the 0.37 K to about 0.25 K and these ratios to about 15 and 8. With the $\Sigma$ used here the main thermal barrier lies after phonon emission, at the film's lower face; if $\Sigma$ were 15 to 20 times smaller the two steps would be equal. The warming lattice also changes the short wire. The face conducts about 20 times less than $G$ and acts in series with it, so for thermal electrons and no heat flow along the lattice $\ell$ grows from 41 nm to about 190 nm, and the net lattice share of the 200 nm wire falls from 0.595 to about 0.08. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
LATTICE WAVE TEST (hopping = hbar = 1)
disorder rms 0.25, golden-rule tau 25.6
velocity left after tau: 0.369 (exp(-1) = 0.368)
velocity left after 3 tau: 0.041
weight within 0.4 of shell, static: 0.942
same, vibrating at frequency 1: 0.232
PARTICLE TEST
energy gain / Drude work: 0.983
energy variance growth / 2 D F^2 t: 1.013
drift share of gained energy: 0.026
NIOBIUM FILM, INPUTS
density of states: 90 per eV nm^3
Fermi velocity: 600 km/s
impurity scattering time: 10 fs
coupling lambda: 1.0
Debye temperature: 275 K
sound speed: 3.0 km/s
Fermi wavevector: 12 per nm
atomic mass: 92.9 u
lattice temperature: 12.0 K
current density: 3.0 MA/cm2
film thickness: 20 nm
NIOBIUM FILM, RESULTS
diffusion constant: 12.0 cm2/s
mean free path: 6.0 nm
resistivity: 5.78 uOhm cm
field: 17.34 V/cm
Joule power: 52.0 uW/um3
phonon power / Joule power, kinetic: 1.0000
Sigma: 29.0 nW/(um3 K^5)
Te - Tp with phonons: 17.26 mK
Te - Tp, impurity rate doubled: 34.42 mK
Te after 1 ns without phonons: 21.0 K
energy relaxation time, bare: 1.41 ps
impurity collisions in that time: 141
energy relaxation length: 41.1 nm
lattice share in 200 nm wire: 0.595
NEGLECTED EFFECTS
phonon / impurity scattering rate: 1.6e-03
mean free-recoil energy: 0.065 meV
thermal energy kB*Tp: 1.034 meV
impurity-recoil / bulk phonon cooling: 0.0173
phonon q times mean free path: 15.5
electron excess energy, no e-e / thermal: 1.74
relaxation time with 1+lambda: 2.81 ps
assumed phonon transmission to substrate: 0.5
film lattice above substrate: 0.37 K
```
